\section*{Ferroelectric Domain Growth from Arrival Times and the Two-Dimensional Avrami Law}

\section{Two domains}

A ferroelectric film is poled one way, and a field then favours the opposite polarization. Suppose that a reversed domain starts at point $\mathbf x_1$ at time $0$ and a second at $\mathbf x_2$ at time $\tau>0$, a distance $D$ away. Each is a circle of zero initial radius whose wall moves outward at constant speed $v$. If $r_1$ and $r_2$ are the distances of a point from the two centres, the domains acting alone would switch it at $r_1/v$ and $\tau+r_2/v$. With both present, it switches at
\begin{equation}
T=\min\left(\frac{r_1}{v},\ \tau+\frac{r_2}{v}\right).
\end{equation}
The domains meet where the two times are equal, $r_1-r_2=v\tau$. This is one branch of a hyperbola, or a straight line in the limit $\tau\to0$.

If $v\tau\ge D$, the first domain has already covered $\mathbf x_2$ when the second event is due. The triangle inequality $r_1\le D+r_2$ then gives
\begin{equation}
\frac{r_1}{v}\le\frac Dv+\frac{r_2}{v}\le\tau+\frac{r_2}{v},
\end{equation}
so the second event never lowers the minimum. It is a phantom: it may stay in the list without changing the result. No motion had to be followed in steps, because the whole history is contained in $T$.

\section{The arrival map for many events}

Take a square of side $L$ with periodic edges and events $i$ at places $\mathbf x_i$ and times $t_i\ge0$. All walls have the same constant speed, switched material stays switched, and an event in switched material starts nothing. On each axis the separation of two points is $\min(|\Delta|,L-|\Delta|)$; the root of the sum of squares of the two separations is the periodic distance $d$. The claim is
\begin{equation}
T(\mathbf x)=\min_i\left[t_i+\frac{d(\mathbf x,\mathbf x_i)}{v}\right].
\label{eq:map}
\end{equation}

No point can switch earlier. The wall that reaches $\mathbf x$ has come from some $\mathbf x_i$ along a path no shorter than $d(\mathbf x,\mathbf x_i)$, at speed $v$, having started at $t_i$.

It remains to show that another domain cannot block the winner. Let event $i$ give the minimum at $\mathbf x$, and let $\mathbf y$ lie on the shortest segment from $\mathbf x_i$ to $\mathbf x$, so that $d(\mathbf x_i,\mathbf x)=d(\mathbf x_i,\mathbf y)+d(\mathbf y,\mathbf x)$. Suppose that event $j$ reached $\mathbf y$ first. Then
\begin{align}
t_j+\frac{d(\mathbf x_j,\mathbf x)}v
&\le t_j+\frac{d(\mathbf x_j,\mathbf y)}v+\frac{d(\mathbf y,\mathbf x)}v\\
&<t_i+\frac{d(\mathbf x_i,\mathbf y)}v+\frac{d(\mathbf y,\mathbf x)}v
=t_i+\frac{d(\mathbf x_i,\mathbf x)}v .
\end{align}
The first line is the triangle inequality and the second is the supposition. Event $j$ would then win at $\mathbf x$, a contradiction. The segment is therefore still unswitched when wall $i$ travels along it, and the wall arrives on time. Setting $\mathbf y=\mathbf x_i$ shows that the winner is not a phantom.

The argument needs equal wall speeds. If one domain grew faster than another, it could win beyond a region that the slower one had already taken, and its straight path would be blocked. A speed $v(t)$ that changes with time but is common to all walls does no harm. With $s(t)=\int_0^t v(t')\,dt'$, a wall started at $t_i$ has radius $s(t)-s(t_i)$, and the rule becomes $s(T)=\min_i[s(t_i)+d(\mathbf x,\mathbf x_i)]$.

A local growth model shows the same behaviour without using \eqref{eq:map}. On a periodic grid of $60\times60$ unit cells, let a switched cell switch 32 neighbours, each after a delay equal to its distance (unit speed). The neighbours are those whose integer offsets have no common factor and do not exceed 3 in size. Forty events were placed at random, with times drawn uniformly between 0 and 30, and a shortest-path search gave the local arrival times. Of the events, 22 were phantoms.

Paths on this grid are slightly too long. Let two neighbouring step directions enclose an angle $\delta$, and let a displacement of length $d$ make an angle $\phi$ with the first. Neighbouring offsets $(a,b)$ and $(a',b')$ in this set have $|ab'-a'b|=1$, so a grid displacement between them is made of whole steps of the two kinds. Its components along the two directions add up to
\begin{equation}
d\,\frac{\sin(\delta-\phi)+\sin\phi}{\sin\delta}
=d\,\frac{\cos(\phi-\delta/2)}{\cos(\delta/2)}\le\frac{d}{\cos(\delta/2)} .
\end{equation}
The widest gap lies between the offsets $(1,0)$ and $(3,1)$, where $\tan\delta=1/3$, so the local time can exceed $T$ by at most a fraction $0.0131$ of $T$. The largest excess found was $0.0128$, and no local time was earlier than $T$.

\section{Algorithm and cost}

Events are generated up to a time $t_{\max}$. Later ones arrive everywhere after $t_{\max}$, so they cannot alter any $T\le t_{\max}$. The steps are:
\begin{enumerate}
\item Sort the events by time.
\item Go through them in order. Drop event $i$ if some retained event $j$ has $t_j+d(\mathbf x_i,\mathbf x_j)/v<t_i$; otherwise retain it.
\item Set $T=\infty$ at every grid point. For each retained event, replace $T$ by the smaller of $T$ and $t_i+d/v$.
\item For any $t\le t_{\max}$, the switched fraction is the share of points with $T\le t$.
\end{enumerate}
Comparison with retained events is enough in step 2. If a dropped event $j$ would have covered $\mathbf x_i$ in time, the retained event that covered $\mathbf x_j$ reaches $\mathbf x_i$ no later, by the triangle inequality.

Step 3 costs one distance per retained event and grid point. In the first run of the example below, 240 of 683 events were retained on a grid of $160\times160=25\,600$ points. This takes $6.1$ million distances instead of $17.5$ million. The number of output times does not enter this cost.

\section{The Avrami law}

Let nuclei of density $N$ be present at $t=0$, and let further attempts occur at a rate $J$ per area and time. Both sets are Poisson distributed, uniform in space and independent. Attempts are counted everywhere, including in switched material, which is allowed because phantoms do not change $T$.

A point is unswitched at $t$ if no event has reached it. An event at time $s$ reaches it by time $t$ if it lies within a distance $v(t-s)$. For $vt\le L/2$ this disc does not meet its own periodic copies, and its area is $\pi v^2(t-s)^2$. The mean number of events able to reach the point is therefore
\begin{align}
A(t)&=N\pi v^2t^2+J\int_0^t\pi v^2(t-s)^2\,ds\\
&=\pi Nv^2t^2+\frac{\pi}{3}Jv^2t^3 ,
\label{eq:A}
\end{align}
where $u=t-s$ turns the integral into $\int_0^tu^2du=t^3/3$. The Poisson probability of no such event is $e^{-A}$, so the mean switched fraction is
\begin{equation}
q(t)=1-e^{-A(t)} .
\label{eq:avrami}
\end{equation}
Here $A$ is also the mean total area of all freely growing discs, phantoms and overlaps included, per unit area of film. At early times $q\simeq A$, since overlaps are rare; later the exponential corrects for them.

The local Avrami exponent is the logarithmic slope of $A$. Writing $A_N$ and $A_J$ for the two terms of \eqref{eq:A},
\begin{equation}
n(t)=\frac{d\ln A}{d\ln t}=\frac{t}{A}\frac{dA}{dt}=\frac{2A_N+3A_J}{A_N+A_J}.
\end{equation}
For $J=0$ it is 2, and for $N=0$ it is 3. With both sources it rises from 2 towards 3, passing $5/2$ when $A_N=A_J$, at $t=3N/J$. A non-integer exponent between 2 and 3 thus needs no fractal geometry; two kinds of nucleation suffice.

The number of domains that really form gives a second comparison. An attempt at time $t$ succeeds if its site is unswitched, with probability $e^{-A(t)}$. Their mean number up to $t_{\max}$ is
\begin{equation}
M=NL^2+JL^2\int_0^{t_{\max}}e^{-A(t)}\,dt .
\label{eq:M}
\end{equation}
For $N=0$ and $t_{\max}\to\infty$, put $c=\pi Jv^2/3$ and $w=ct^3$. Then $dt=\tfrac13c^{-1/3}w^{-2/3}dw$, and the integral is $\tfrac13\Gamma(\tfrac13)c^{-1/3}=\Gamma(\tfrac43)c^{-1/3}$. The final domain density is $\Gamma(\tfrac43)J(3/\pi Jv^2)^{1/3}$, which grows as $(J/v)^{2/3}$: fast walls leave fewer places for new domains.

\section{Error of a finite simulation}

\subsection{Bias and scatter}

Equation \eqref{eq:avrami} is a mean over realizations, and one box scatters about it. The grid adds no bias: $T$ carries no discretization error at a grid point, and each point is unswitched with the same probability $e^{-A}$. A coarser grid samples the same law with fewer points.

For the scatter, take two points a distance $r$ apart. Let $O(r)$ be the mean number of events able to reach both by time $t$. The number able to reach at least one has mean $2A-O$, so both are unswitched with probability $e^{-2A+O}$. Subtracting the product of the separate probabilities gives the covariance $e^{-2A}(e^{O}-1)$. For a grid of $G$ points, the variance of the average is the sum of this covariance over all pairs, divided by $G^2$. By periodicity each point contributes the same sum, hence
\begin{equation}
\sigma^2=\frac{e^{-2A}}{G}\sum_{\mathbf r}\left(e^{O(r)}-1\right),
\label{eq:var}
\end{equation}
where $\mathbf r$ runs over the $G$ grid separations, including zero.

Two discs of radius $R$ with centres $r<2R$ apart share two equal circular segments. Each is a sector of area $R^2\arccos(r/2R)$ less a triangle of area $\tfrac r2\sqrt{R^2-r^2/4}$. Their common area is
\begin{equation}
\ell(r,R)=2R^2\arccos\frac r{2R}-\frac r2\sqrt{4R^2-r^2},
\end{equation}
and zero for $r\ge2R$. Summing over both kinds of event,
\begin{equation}
O(r)=N\,\ell(r,vt)+J\int_0^t\ell(r,vu)\,du .
\end{equation}
Using the nearest periodic copy alone requires $2vt\le L/2$.

If the grid spacing exceeds $2vt$, the zero-separation term alone survives, with $O(0)=A$, and $\sigma^2=e^{-2A}(e^A-1)/G=q(1-q)/G$, the result for independent points. For large $A$, the factor $e^{O(r)}$ falls off over a distance of order $vt/A$. If the spacing is much smaller than both $vt$ and $vt/A$, the sum becomes an integral:
\begin{equation}
\sigma^2\simeq\frac{e^{-2A}}{L^2}\int\left(e^{O(r)}-1\right)d^2r .
\end{equation}
The number of grid points has dropped out. At fixed $t$, the scatter then falls as $1/L$, or as the inverse root of the number of runs, but not with further refinement.

\subsection{Numbers}

The example has $L=2000$ nm, $v=1$ nm/ns, $N=20$ per $\mu$m$^2$, $J=0.5$ per $\mu$m$^2$ per ns and $t_{\max}=300$ ns. At 80 ns, with $N=2\times10^{-5}$ nm$^{-2}$ and $J=5\times10^{-7}$ nm$^{-2}$ns$^{-1}$,
\begin{align}
A_N&=\pi(2\times10^{-5})(80)^2=0.402,\\
A_J&=\tfrac{\pi}{3}(5\times10^{-7})(80)^3=0.268,
\end{align}
so $q=1-e^{-0.670}=0.488$ and $n=(0.804+0.804)/0.670=2.40$.

The table compares the law with one run and with the mean of 120 independent runs. The column $\sigma$ is the single-run scatter from \eqref{eq:var}, with the integral over $u$ done by 40-point Gauss--Legendre quadrature; the last column is the standard deviation found among the runs.
\begin{center}
\begin{tabular}{rccccc}
$t$ (ns) & law & one run & mean & $\sigma$ & found\\
40 & 0.1254 & 0.1347 & 0.1250 & 0.0109 & 0.0113\\
60 & 0.2877 & 0.3024 & 0.2872 & 0.0213 & 0.0220\\
80 & 0.4884 & 0.5013 & 0.4877 & 0.0294 & 0.0296\\
100 & 0.6840 & 0.7009 & 0.6836 & 0.0311 & 0.0312\\
120 & 0.8363 & 0.8548 & 0.8359 & 0.0262 & 0.0258\\
160 & 0.9766 & 0.9802 & 0.9766 & 0.0097 & 0.0101
\end{tabular}
\end{center}
The single run lies above the law at all six times, by less than one $\sigma$ each time. These are not six independent signs of error, since all six values come from one set of events. The mean over runs has a standard error of $0.0294/\sqrt{120}=0.0027$ at 80 ns and differs from the law by $0.0007$.

Treating the $25\,600$ points as independent would give a scatter of $\sqrt{0.488\times0.512}/160=0.0031$ at 80 ns, about nine times too small. A single run of a sound simulation would then usually seem to contradict the law. Keeping every eighth point on each axis leaves 400 points, yet raises $\sigma$ only from $0.0294$ to $0.0325$; the ensemble mean becomes $0.4873$. For this fraction, more runs are worth more than a finer grid.

Equation \eqref{eq:M}, integrated numerically, predicts 246.0 real domains per run; the runs gave $245.5\pm1.1$. The exponent follows from the ensemble means at 60 and 100 ns:
\begin{equation}
\frac{\ln[-\ln(1-0.6836)]-\ln[-\ln(1-0.2872)]}{\ln(100/60)}=2.40 .
\end{equation}

\section{A film capacitor}

The parameters are an illustrative choice for a lead zirconate titanate capacitor 100 nm thick under 5 V, hence at $E=0.5$ MV/cm, with polarization $P=50\ \mu$C/cm$^2$. Solving \eqref{eq:avrami} numerically gives 10, 50 and 90\,\% switching at 36, 81 and 132 ns. Reversal changes the polarization by $2P$, so the switching current is
\begin{equation}
I=2PL^2\frac{dq}{dt}=2PL^2e^{-A}\left(2\pi Nv^2t+\pi Jv^2t^2\right).
\end{equation}
The charge is $2PL^2=100\ \mu\mathrm{C/cm^2}\times4\times10^{-8}\ \mathrm{cm^2}=4$ pC, and the current peaks at 41 $\mu$A near 78 ns.

One omission, which can shift the times appreciably, is the slow start of small domains. A cylindrical domain of radius $r$ through a film of thickness $h$ has energy $2\pi rh\sigma_w-2PE\pi r^2h$, where $\sigma_w$ is the wall energy per area. Its radial derivative is $-4\pi PEhr(1-r_c/r)$, with $r_c=\sigma_w/(2PE)$, so wall tension reduces the driving field to $E(1-r_c/r)$. For a rough $\sigma_w=0.1$ J/m$^2$, $r_c=2$ nm. Let the speed vary as $e^{-E_a/E}$, with $E_a=1$ MV/cm. Since $1/(1-r_c/r)-1=r_c/(r-r_c)$, a domain starting at $2r_c$ reaches radius $R$ late by
\begin{equation}
\Delta t=\frac1v\int_{2r_c}^{R}\exp\left(\frac{E_a}{E}\frac{r_c}{r-r_c}\right)dr-\frac Rv .
\end{equation}
Numerical integration gives 17 ns for $R=81$ nm, a fifth of the half-switching time; 10 ns of this has built up by $R=20$ nm. The starting radius is an assumption, and since the integrand diverges at $r_c$ the result depends strongly on it: the delay is about 36 ns for a start at $1.5r_c$, 8 ns for $3r_c$, and near zero for $5r_c$, where the head start in radius cancels the lag. Walls of different ages now differ in speed, so \eqref{eq:map} is no longer assured.

Real capacitors have edges. Repeating the runs with the same events but without periodic wrapping lowers the switched fraction by $0.0115$ at 80 ns, because points near an edge can be reached from a smaller area. This is the geometric effect alone, with nucleation uniform up to the edge; fringe fields or process damage at a real electrode edge can change the local nucleation rate, and with it the size or even the sign of the effect. The minimum rule still holds there, as straight segments stay inside the square.

The wall speed and nucleation densities are chosen values, which in practice depend strongly on field and sample; the other material values are rough but plausible for such films. In polycrystalline films the assumption of one field and one speed can fail, and switching can spread over decades of time. As a mild case, let large independent regions have Gaussian field variations of 5\,\% rms. Let $v$ and $J$ vary as $e^{-E_a/E}$ and $e^{-E_n/E}$, with $E_n=3$ MV/cm and $N$ held fixed. Averaging $e^{-A}$ over the field by 20-point Gauss--Hermite quadrature raises the ratio of the 90\,\% to the 10\,\% time from 3.68 to 3.85. So small a spread does not produce decades.

Heating and the circuit also matter. If the work $2PE$ per volume all stayed in the film as heat, a heat capacity of 3 J/(cm$^3$\,K) would give a rise of 17 K. With $E_a\propto1/T_f$, where $T_f$ is the film temperature, the first-order speed change from 300 K is $(E_a/E)(17/300)$, or 11\,\%, reached only at the end of switching. If $E_n$ scales in the same way, $J$ rises by more than a third. With a uniform temperature rise proportional to $q$, both changes together shorten the 50 and 90\,\% times by about 2 and 6 ns. A 50 $\Omega$ series resistor takes 2 mV at peak current. At fixed thickness and kinetics this loss grows with area, reaching 1\,\% of the drive at a side of about 10 $\mu$m. With $E_a/E=2$ and $E_n/E=6$ this lowers the wall speed by about 2\,\% and the rate $J$ by about 6\,\% at the current peak, and both by more in larger capacitors. At an assumed forward speed of 1000 nm/ns a domain crosses the film in 0.1 ns; the two-dimensional picture relies on this time being short. The field is about half of a rough breakdown field of 1 MV/cm, so the voltage can be raised by less than a factor of two. The gain in speed can still be large: with the activation fields above and $N$ held fixed, \eqref{eq:avrami} gives a half-switching time of 31 ns at 0.75 MV/cm, against 81 ns at 0.5 MV/cm.
